# Why longitudinal-transverse splitting need not be a complete polariton stop band: test program

```python
# RESULT UNDER TEST: a finite positive exciton mass leaves one propagating
# lower-branch polariton at every energy inside the longitudinal-transverse
# splitting; infinite mass gives a complete stop band.
# Symbols: E_T, E_L transverse and longitudinal exciton energies at k=0 (eV);
# eps_b background constant; B = E_T*hbar^2/M (eV^2 nm^2), M exciton mass;
# Delta = E_L^2-E_T^2; k wave number (1/nm); gamma full damping width (eV).
# Dispersion: (k^2-q^2)(B k^2-E^2+E_T^2) = q^2 Delta, q^2=eps_b E^2/(hbar c)^2.
# Material parameters are rough typical values for CdTe.
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

hc = sc.hbar * sc.c / sc.e * 1e9
h2m = sc.hbar**2 / sc.m_e / sc.e * 1e18
E_T, split, eps_b = 1.6, 0.5e-3, 10.0
m_e, m_hh, m_lh = 0.10, 0.50, 0.12
E_L = E_T + split
E_mid = E_T + split / 2
Delta = E_L**2 - E_T**2
M = m_e + m_hh
B = E_T * h2m / M
B_light = E_T * h2m / (m_e + m_lh)


def eigen_energies(k, excitons, gamma=0.0):
    """Diagonalize Maxwell plus oscillator equations; excitons=[(B, Delta)]."""
    k = np.atleast_1d(k).astype(complex)
    size = 2 + 2 * len(excitons)
    A = np.zeros((len(k), size, size), complex)
    A[:, 0, 1] = -1j * k * hc / eps_b
    A[:, 1, 0] = -1j * k * hc
    for j, (b, d) in enumerate(excitons):
        p, v = 2 + 2 * j, 3 + 2 * j
        A[:, 0, v] = -1 / eps_b
        A[:, p, v] = 1
        A[:, v, p] = -(E_T**2 + b * k**2)
        A[:, v, v] = -gamma
        A[:, v, 0] = eps_b * d
    return 1j * np.linalg.eigvals(A)


def branches(k, excitons):
    w = np.sort(eigen_energies(k, excitons).real, axis=1)
    return w[:, w.shape[1] // 2:]


def count_modes(E, table):
    return int(np.sum(np.diff(np.sign(table - E), axis=0) != 0))


def k_squared(E, b, gamma=0.0):
    """Two roots of the derived quadratic, larger real part first."""
    q2 = eps_b * E**2 / hc**2
    D = E**2 - E_T**2 + 1j * gamma * E
    s, p = q2 + D / b, q2 * (D - Delta) / b
    r = np.sqrt(complex(s * s - 4 * p))
    big = (s + r) / 2 if abs(s + r) >= abs(s - r) else (s - r) / 2
    return sorted([big, p / big], key=lambda z: -z.real)


def forward_root(x):
    k = np.sqrt(complex(x))
    return -k if k.imag < 0 else k


def local_k(E, gamma):
    D = E**2 - E_T**2 + 1j * gamma * E
    return forward_root(eps_b * E**2 / hc**2 * (D - Delta) / D)


def interface(E, b):
    """Vacuum to crystal, normal incidence, exciton polarization zero there."""
    n1, n2 = [forward_root(x) * hc / E for x in k_squared(E, b)]
    c1, c2 = n1**2 - eps_b, n2**2 - eps_b
    r, e1, e2 = np.linalg.solve(
        np.array([[-1, 1, 1], [1, n1, n2], [0, c1, c2]]), np.array([1, 1, 0]))
    return r, e1, n1, n2


def flux_ratio(E, n, b):
    """Mechanical exciton flux divided by electromagnetic flux."""
    return b * E**2 * (n**2 - eps_b)**2 / (hc**2 * eps_b * Delta)


# Mode counts from diagonalization, for different signs of the mass
k_grid = np.geomspace(1e-4, 0.5, 4000)
gap = E_T + split * np.linspace(0.01, 0.99, 41)
positive = branches(k_grid, [(B, Delta)])
infinite = branches(k_grid, [(0.0, Delta)])
negative = branches(k_grid, [(-B, Delta)])
n_pos = [count_modes(E, positive) for E in gap]
n_inf = [count_modes(E, infinite) for E in gap]
n_neg = [count_modes(E, negative) for E in gap]
assert set(n_pos) == {1} and set(n_inf) == {0} and set(n_neg) == {0}
assert all(count_modes(E, positive[:, :1]) == 1 for E in gap)
assert np.all(np.diff(positive[:, 0]) > 0)
n_above = count_modes(E_L + 0.2e-3, positive)
n_below = count_modes(E_T - 0.2e-3, positive)
assert n_above == 2 and n_below == 1
assert abs(branches(0.0, [(B, Delta)])[0, -1] - E_L) < 1e-10

# Negative mass: the condition for a complete gap is sharp at E_L
qL2 = eps_b * E_L**2 / hc**2
neg_ratio = B * qL2 / Delta
assert neg_ratio < 1
strong = branches(k_grid, [(-5 / 3 * Delta / qL2, Delta)])
n_strong = count_modes(E_T + 0.97 * split, strong)
assert n_strong == 2

# Wave numbers: derived quadratic against root search on diagonalized branch
k_values = []
for E in (E_T, E_mid, E_L):
    searched = brentq(lambda k: branches(k, [(B, Delta)])[0, 0] - E,
                      1e-3, 0.5, xtol=1e-14)
    derived = np.sqrt(k_squared(E, B)[0].real)
    assert abs(searched / derived - 1) < 1e-6
    k_values.append(searched)
k_T, k_mid, k_L = k_values
assert abs(k_L**2 / (qL2 + Delta / B) - 1) < 1e-6

# Group velocity: slope of diagonalized branch against flux/energy density
step = 1e-3 * k_mid
e_pm = branches([k_mid - step, k_mid + step], [(B, Delta)])[:, 0]
v_slope = (e_pm[1] - e_pm[0]) / (2 * step * hc)
n_mid = k_mid * hc / E_mid
g_mid = flux_ratio(E_mid, n_mid, B)
chi = n_mid**2 - eps_b
density = (eps_b + n_mid**2 + (E_mid**2 + E_T**2 + B * k_mid**2)
           * chi**2 / (eps_b * Delta))
v_flux = 2 * n_mid * (1 + g_mid) / density
assert v_slope > 0 and abs(v_slope / v_flux - 1) < 1e-4

# Reflectance: boundary equations, effective index, and deep energy flux
for E in gap:
    r, e1, n1, n2 = interface(E, B)
    n_eff = (n1 * n2 + eps_b) / (n1 + n2)
    assert abs(r - (1 - n_eff) / (1 + n_eff)) < 1e-10
    deep = abs(e1)**2 * n1.real * (1 + flux_ratio(E, n1.real, B))
    assert abs(1 - abs(r)**2 - deep) < 1e-8 and deep > 0
R_T, R_mid, R_L = [abs(interface(E, B)[0])**2 for E in (E_T, E_mid, E_L)]
n2_mid = interface(E_mid, B)[3]
n_loc = local_k(E_mid, 0.0) * hc / E_mid
R_loc = abs((1 - n_loc) / (1 + n_loc))**2
assert abs(R_loc - 1) < 1e-10


def transmission(factor):
    return 1 - abs(interface(E_mid, B / factor)[0])**2


mass_scaling = transmission(1e6) / transmission(1e8)
assert abs(mass_scaling - 10) < 0.1

# Critical damping: follow the photon-like root through resonance
gamma_c = 2 * np.sqrt(eps_b * B * Delta) / hc


def final_root(gamma):
    energies = np.linspace(E_T - 5e-3, E_T + 5e-3, 10001)
    x = k_squared(energies[0], B, gamma)[0]
    for E in energies[1:]:
        x = min(k_squared(E, B, gamma), key=lambda z: abs(z - x))
    return x.real / (eps_b * energies[-1]**2 / hc**2)


below_c, above_c = final_root(0.9 * gamma_c), final_root(1.1 * gamma_c)
assert below_c > 10 and 0.5 < above_c < 2

# Damped decay lengths, checked by diagonalization at complex wave number
gamma_cold, gamma_warm = 0.1e-3, 10e-3
k_cold = forward_root(k_squared(E_mid, B, gamma_cold)[0])
k_warm = min([forward_root(x) for x in k_squared(E_mid, B, gamma_warm)],
             key=lambda k: k.imag)
for k, gam in ((k_cold, gamma_cold), (k_warm, gamma_warm)):
    found = eigen_energies(k, [(B, Delta)], gam)
    assert np.min(abs(found - E_mid)) < 1e-9
depth_cold = 1 / (2 * k_cold.imag)
depth_local = 1 / (2 * local_k(E_mid, gamma_cold).imag)
depth_warm = 1 / (2 * k_warm.imag)
k_warm_local = local_k(E_mid, gamma_warm)
warm_difference = abs(k_warm / k_warm_local - 1)
assert depth_cold > depth_local

# Heavy and light excitons together: strengths 3/4 and 1/4
pair = [(B, 0.75 * Delta), (B_light, 0.25 * Delta)]
pair_table = branches(k_grid, pair)
n_pair = [count_modes(E, pair_table) for E in gap]
assert set(n_pair) == {2}
k_pair = [brentq(lambda k: branches(k, pair)[0, j] - E_mid, 1e-3, 0.5)
          for j in (0, 1)]

# Sizes of neglected effects
mu = m_e * m_hh / M
rydberg = sc.value('Rydberg constant times hc in eV') * mu / eps_b**2
bohr = sc.value('Bohr radius') * 1e9 * eps_b / mu
kinetic = h2m * k_L**2 / (2 * M)
kin_light = h2m * k_L**2 / (2 * (m_e + m_lh))
dropped = kinetic**2 / (2 * E_T)
kT = sc.k / sc.e

print(f"E_T = {E_T:.4f} eV; E_L = {E_L:.4f} eV")
print(f"splitting = {split*1e3:.2f} meV; eps_b = {eps_b:.1f}")
print(f"electron, heavy, light hole mass = {m_e}, {m_hh}, {m_lh} m0")
print(f"heavy exciton mass M = {M:.2f} m0")
print(f"B = {B:.5f} eV^2 nm^2; Delta = {Delta:.4e} eV^2")
print(f"q at E_L = {np.sqrt(qL2):.5f} 1/nm")
print(f"energies scanned inside splitting = {len(gap)}")
print(f"modes per energy, M>0: {min(n_pos)} to {max(n_pos)}")
print(f"modes per energy, M infinite: {min(n_inf)} to {max(n_inf)}")
print(f"modes per energy, M<0: {min(n_neg)} to {max(n_neg)}")
print(f"modes 0.2 meV below E_T, above E_L: {n_below}, {n_above}")
print(f"negative mass |B|q^2/Delta at E_L = {neg_ratio:.4f}")
print(f"modes at 97% of splitting, ratio 5/3: {n_strong}")
for name, E, k in (("E_T", E_T, k_T), ("middle", E_mid, k_mid),
                   ("E_L", E_L, k_L)):
    print(f"{name}: k = {k:.5f} 1/nm; wavelength = {2*np.pi/k:.1f} nm")
print(f"middle energy = {E_mid:.5f} eV")
print(f"middle: propagating index n1 = {n_mid:.3f}")
print(f"middle: evanescent index n2 = {n2_mid.imag:.3f} i")
print(f"middle: infinite-mass index = {n_loc.imag:.3f} i")
print(f"middle: group velocity = {v_slope*sc.c:.4e} m/s")
print(f"middle: group velocity / c = {v_slope:.3e}")
print(f"middle: mechanical/EM flux g = {g_mid:.3f}")
print(f"middle: mechanical flux share = {100*g_mid/(1+g_mid):.1f} %")
print(f"reflectance at E_T, middle, E_L = {R_T:.4f}, {R_mid:.4f}, {R_L:.4f}")
print(f"middle: transmitted share = {100*(1-R_mid):.1f} %")
print(f"middle: infinite-mass reflectance = {R_loc:.4f}")
print(f"middle: transmitted share, 100 M = {100*transmission(100):.2f} %")
print(f"transmission ratio, 1e6 M to 1e8 M = {mass_scaling:.3f}")
print(f"critical damping gamma_c = {gamma_c*1e3:.4f} meV")
print(f"followed k^2/q^2 at E_T+5 meV, 0.9 gamma_c = {below_c:.2f}")
print(f"followed k^2/q^2 at E_T+5 meV, 1.1 gamma_c = {above_c:.3f}")
print(f"cold, 300 K damping = {gamma_cold*1e3:.1f}, {gamma_warm*1e3:.1f} meV")
print(f"cold energy decay length, finite M = {depth_cold:.1f} nm")
print(f"cold energy decay length, infinite M = {depth_local:.1f} nm")
print(f"300 K energy decay length = {depth_warm:.1f} nm")
print(f"300 K k change from infinite M = {100*warm_difference:.3f} %")
print(f"two-exciton modes per energy: {min(n_pair)} to {max(n_pair)}")
print(f"two-exciton middle k = {k_pair[0]:.5f}, {k_pair[1]:.5f} 1/nm")
print(f"exciton binding = {rydberg*1e3:.2f} meV; radius = {bohr:.2f} nm")
print(f"1s to 2s distance = {0.75*rydberg*1e3:.2f} meV")
print(f"thermal energy 10 K, 300 K = {kT*1e4:.3f}, {kT*3e5:.2f} meV")
print(f"heavy exciton kinetic energy at k(E_L) = {kinetic*1e3:.3f} meV")
print(f"light exciton kinetic energy at k(E_L) = {kin_light*1e3:.3f} meV")
print(f"dropped kinetic-square shift = {dropped*1e6:.4f} microeV")
print(f"surface-layer phase q*radius = {np.sqrt(qL2)*bohr:.3f} rad")
print("PASS")
```

Output:

```
E_T = 1.6000 eV; E_L = 1.6005 eV
splitting = 0.50 meV; eps_b = 10.0
electron, heavy, light hole mass = 0.1, 0.5, 0.12 m0
heavy exciton mass M = 0.60 m0
B = 0.20320 eV^2 nm^2; Delta = 1.6002e-03 eV^2
q at E_L = 0.02565 1/nm
energies scanned inside splitting = 41
modes per energy, M>0: 1 to 1
modes per energy, M infinite: 0 to 0
modes per energy, M<0: 0 to 0
modes 0.2 meV below E_T, above E_L: 1, 2
negative mass |B|q^2/Delta at E_L = 0.0835
modes at 97% of splitting, ratio 5/3: 2
E_T: k = 0.05126 1/nm; wavelength = 122.6 nm
middle: k = 0.07143 1/nm; wavelength = 88.0 nm
E_L: k = 0.09238 1/nm; wavelength = 68.0 nm
middle energy = 1.60025 eV
middle: propagating index n1 = 8.808
middle: evanescent index n2 = 2.778 i
middle: infinite-mass index = 3.163 i
middle: group velocity = 1.7391e+04 m/s
middle: group velocity / c = 5.801e-05
middle: mechanical/EM flux g = 3.815
middle: mechanical flux share = 79.2 %
reflectance at E_T, middle, E_L = 0.4604, 0.4305, 0.0042
middle: transmitted share = 56.9 %
middle: infinite-mass reflectance = 1.0000
middle: transmitted share, 100 M = 8.96 %
transmission ratio, 1e6 M to 1e8 M = 9.996
critical damping gamma_c = 0.5780 meV
followed k^2/q^2 at E_T+5 meV, 0.9 gamma_c = 119.31
followed k^2/q^2 at E_T+5 meV, 1.1 gamma_c = 0.900
cold, 300 K damping = 0.1, 10.0 meV
cold energy decay length, finite M = 114.2 nm
cold energy decay length, infinite M = 19.9 nm
300 K energy decay length = 390.0 nm
300 K k change from infinite M = 0.042 %
two-exciton modes per energy: 2 to 2
two-exciton middle k = 0.06991, 0.04029 1/nm
exciton binding = 11.34 meV; radius = 6.35 nm
1s to 2s distance = 8.50 meV
thermal energy 10 K, 300 K = 0.862, 25.85 meV
heavy exciton kinetic energy at k(E_L) = 0.542 meV
light exciton kinetic energy at k(E_L) = 1.478 meV
dropped kinetic-square shift = 0.0918 microeV
surface-layer phase q*radius = 0.163 rad
PASS
```
